Muon vacuum polarization in hydrogen as a shift of proton radius

**Problem**

The electric field of the proton polarizes the muon vacuum, and the induced charge slightly changes the potential felt by the electron in hydrogen. Show that, at leading order in momentum transfer divided by the muon mass, the effect on the energy levels is indistinguishable from a change Δ(r²) of the squared proton charge radius. Find Δ(r²), with its sign, and evaluate it in fm² and as a shift of the 1S and 2S levels in kHz.

Units are ħ = c = 1, and e² = 4πα. The muon mass is m, the reduced mass of the atom is m_r, and γ = αm_r is the inverse Bohr radius. The levels are treated with nonrelativistic wave functions, one muon loop and first-order perturbation theory. In momentum space V(q) = ∫ d³r e^(−iq·r) V(r), so a point proton gives the electron the potential energy −4πα/q², and a constant V(q) = g means V(r) = g δ³(r).

**First estimate by scaling**

Creating a muon pair costs an energy of at least 2m, so the induced charge lies within a distance of order 1/m from the proton. The atom is far larger: the Bohr radius is 52947 fm, while 1/m is 1.868 fm. The electron therefore sees the modified potential as a point disturbance, as it does the finite size of the proton. One loop brings one extra factor α, and a squared radius is a squared length, hence

|Δ(r²)| ~ α/m² = (1.868 fm)²/137.04 ≈ 0.025 fm².

The sign follows from screening. The measured proton charge is the one seen from afar, outside the polarization cloud. An electron inside the cloud sees a larger charge and is bound more strongly. An extended proton does the opposite, because an electron inside it is attracted less than by a point charge. So Δ(r²) is negative. The 1S level moves by 1564 kHz per fm² of squared radius, a number justified below, so the estimated shift is about −40 kHz.

**Exact solution at leading order**

*The effect of a radius.* Let the proton have a spherical charge density ρ(r) of unit total charge. Its form factor is

G(q) = ∫ d³r ρ(r) e^(−iq·r) = 1 − q²r²/6 + …,

where r² in the result is the mean squared radius. The linear term vanishes by symmetry, and the average of (q·r)²/2 over directions is q²r²/6. The potential −4πα G(q)/q² differs from that of a point charge by the constant 2πα r²/3. A change of the squared radius thus adds

δV(r) = (2πα/3) Δ(r²) δ³(r). (1)

*Response of the muon vacuum.* Describe the vacuum as a sea of filled negative-energy states. The muon has the same charge as the electron, so it has the same potential energy V in a given static field. To first order, V mixes each filled state v with empty positive-energy states u. The amplitude is −⟨u|V|v⟩ divided by the energy difference. Mixing among filled states does not change the total density, since the contributions of each pair of states cancel.

The component V(q) takes momentum p₋ = p − q/2 to p₊ = p + q/2. With E± the corresponding energies, the energy difference is E₊ + E₋. The density change contains v†δv and its complex conjugate. These give equal contributions to the component q, hence a factor 2:

δn(q) = χ(q) V(q),  χ(q) = −2 ∫ d³p/(2π)³ F,

F = Σ |u†(p₊) v(p₋)|² / (E₊ + E₋).

The sum runs over the spins. Write the Dirac Hamiltonian as h(p) = A·p + βm, where the 4×4 matrices A₁, A₂, A₃ and β anticommute, are traceless and have unit square. The projectors on positive and negative energy are (1 ± h/E)/2. Since Tr h = 0 and Tr[h(p₊)h(p₋)] = 4(p₊·p₋ + m²), the spin sum is

Tr[(1 + h(p₊)/E₊)(1 − h(p₋)/E₋)]/4 = 1 − (p₊·p₋ + m²)/(E₊E₋).

*Expansion in q.* Define E² = p² + m², a = q²/4, b = p·q, S = E² + a and P = E₊E₋. Then E±² = S ± b, and

P = √(S² − b²),  p₊·p₋ + m² = E² − a = S − 2a,  (E₊ + E₋)² = 2S + 2P.

Therefore

F = (P − S + 2a) / [P √(2S + 2P)].

Here a is of order q² and b of order q. Up to order q⁴ in the product, the factors needed are

P − S + 2a = 2a − b²/(2S) − b⁴/(8S³),

1/P = (1/S)[1 + b²/(2S²)],

1/√(2S + 2P) = 1/√(4S − b²/S) = [1/(2√S)][1 + b²/(8S²)].

The two brackets combine to 1 + 5b²/(8S²), and multiplication gives

F = ½ S^(−3/2) [2a − b²/(2S) + 5ab²/(4S²) − 7b⁴/(16S³)],

where −7/16 is −1/8 − 5/16. The remaining a inside S is expanded with

S^(−3/2) = E^(−3)[1 − 3a/(2E²)],  S^(−5/2) = E^(−5)[1 − 5a/(2E²)].

The terms of second and fourth order in q are then

F₂ = ½ [2a/E³ − b²/(2E⁵)],

F₄ = ½ [−3a²/E⁵ + 5ab²/(2E⁷) − 7b⁴/(16E⁹)].

In F₄ the middle coefficient is 5/4 from the expansion of S^(−5/2) plus 5/4 from the term already present.

*The second-order term is a charge.* The average of b² over directions is p²q²/3. The measure d³p/(2π)³ becomes p²dp/(2π²), so

χ₂ = −(q²/4π²) ∫ p²dp [1 − p²/(3E²)]/E³.

At large p the integrand tends to 2/(3p), and the integral diverges logarithmically. A cutoff on |p| makes it finite. To see what this term does, note that the induced muon density has charge −e per particle and repels the electron. Poisson's equation gives, to first order in the response,

V(q) = V₀(q) [1 + 4πα χ(q)/q²],

where V₀ is the unscreened potential. Since χ₂/q² does not depend on q and is negative, it reduces the Coulomb potential by the same factor at every distance. That factor belongs to the measured charge, so α now denotes the measured coupling and χ₂ is dropped. Replacing the unscreened coupling by the measured one in the remaining loop term changes it at a higher order in α.

*The fourth-order term is finite.* With ⟨b²⟩ = p²q²/3 and ⟨b⁴⟩ = p⁴q⁴/5, the average of F₄ is

⟨F₄⟩ = (q⁴/2) [−3/(16E⁵) + 5p²/(24E⁷) − 7p⁴/(80E⁹)].

The radial integrals follow from p = m tan θ, for which E = m/cos θ and dp = m dθ/cos²θ:

∫ p^(2k) dp / E^(2k+3) = (1/m²) ∫ sin^(2k)θ cos θ dθ = 1/[(2k+1)m²],

with θ from 0 to π/2. The three terms need k = 1, 2, 3, once the factor p² of the measure is included. Hence

χ₄ = −(q⁴/(2π²m²)) [−1/16 + 1/24 − 1/80] = −(q⁴/(2π²m²)) (−1/30) = q⁴/(60π²m²).

The potential becomes

V(q) = −(4πα/q²) [1 + 4πα χ₄/q²] = −(4πα/q²) [1 + αq²/(15πm²)].

The second term is constant in q, so the loop adds

δV(r) = −[4α²/(15m²)] δ³(r). (2)

*Equivalence.* Expressions (1) and (2) are the same operator with different strengths. They agree if (2πα/3) Δ(r²) = −4α²/(15m²), which gives

Δ(r²) = −2α/(5πm²). (3)

Neither n nor m_r appears in (3). Measuring further S levels therefore cannot separate the two effects at this order, and neither can replacing the electron by a muon.

*Level shifts.* For S states |ψ(0)|² = γ³/(πn³). Its product with (1) gives the sensitivity 2α⁴m_r³/(3n³) per unit of squared radius, and its product with (2) gives

δE(nS) = −4α⁵m_r³/(15πm²n³).

States with l > 0 vanish at the origin and do not shift at this order.

*Numbers.* The factor 2α/(5π) is 9.291×10⁻⁴, and 1/m is 1.8676 fm, so

Δ(r²) = −9.291×10⁻⁴ × (1.8676 fm)² = −0.00324 fm².

The sensitivities are 1563.9 kHz/fm² for 1S and 195.5 kHz/fm² for 2S. Hence

δE(1S) = 1563.9 × (−0.003241) kHz = −5.07 kHz,

δE(2S) = 195.5 × (−0.003241) kHz = −0.63 kHz.

The lower level drops further than the upper one, so the 1S–2S transition frequency rises by 4.43 kHz.

If a radius is fitted to measured levels with a theory that omits the muon loop, the fit absorbs the loop and returns r² + Δ(r²). This is smaller than the true value by 0.00324 fm². For a proton radius of roughly 0.84 fm, the fitted radius is too small by about 0.0019 fm.

**Comparison of the two**

The scaling estimate has the correct sign and the correct dependence on α and m. Its magnitude, 0.025 fm² or 40 kHz, is too large by the factor 5π/2 ≈ 7.9. The missing number is 2/(5π) = 6 × 1/(15π): the loop integral supplies 1/(15π), and the 6 comes from the definition of the radius through 1 − q²r²/6. Dimensional reasoning cannot supply either factor.

The estimate also rested on the loop being small compared with the atom. To find the error of this step, write the full one-loop potential as

δV(q) = −[4α²/(15m²)] R(q/m),  R(0) = 1.

In position space it is the Uehling potential, quoted here without derivation:

V_U(r) = −[2α²/(3πr)] ∫₁^∞ du e^(−2mur) [1 + 1/(2u²)] √(u² − 1)/u².

The program tests it at four momenta against the unexpanded response χ(q) with its charge term removed. Each Yukawa term e^(−2mur)/r has the transform 4π/(q² + 4m²u²), which is positive and falls with q. So R falls from 1 towards 0, and 1 − R starts as q².

The Fourier transform of the 1S density is 16γ⁴/(q² + 4γ²)². The difference between the full and the contact shift contains R − 1 in place of 1. Because 1 − R is tiny at q ~ γ, the main contribution comes from q ~ m, where 4γ² may be neglected beside q². Using d³q/(2π)³ = q²dq/(2π²) and dividing by |ψ(0)|² = γ³/π gives the relative correction

(π/γ³) (1/2π²) ∫ dq q² (16γ⁴/q⁴)(R − 1) = −(8κ/π) ∫₀^∞ dx [1 − R(x)]/x²,

with x = q/m and κ = γ/m = αm_r/m. The integral converges at both ends and equals 0.4819. With κ = 3.527×10⁻⁵ the correction is −4.33×10⁻⁵ of the contact shift. The expectation value of the full Uehling potential gives the same figure. This is the error from the range of the loop alone, for a point proton and nonrelativistic wave functions, and it is not the accuracy of the contact shift. The proton radius is comparable with 1/m, so its finite size changes the correction at the same order in κ, to roughly −6×10⁻⁵. The relativistic correction to the electron density near the origin, of relative order α² ln(1/κ) ≈ 5×10⁻⁴, is about ten times larger; it acts almost equally on the loop shift and on the radius shift. Higher loops are not included either.

The equivalence was also tested by dividing full Uehling shifts by the shifts from a uniformly charged sphere of root-mean-square radius 0.84 fm and multiplying the ratio by (0.84 fm)². The 1S, 2S and 3S levels all give −0.003241 fm². The 2P Uehling shift is 6.7×10⁻¹¹ of the 2S shift.

In muonic hydrogen the orbit is much smaller and κ is of order α. The 2S level there gives −0.003225 fm², about 0.5% smaller in magnitude than (3). This figure is a partial cancellation of two corrections of opposite sign. Near the origin every S density behaves as |ψ(0)|²(1 − 2γr), so to first order in κ the range correction −(8κ/π) × 0.4819 holds for 2S as well. With κ = αm_r/m ≈ 0.0066 it lowers the magnitude of the loop shift by about 0.8%. The sphere has radius R_s = √(5/3) × 0.84 fm ≈ 1.08 fm and adds δV = α[1/r − 3/(2R_s) + r²/(2R_s³)] inside it. Its moments are ∫ r² δV dr = αR_s²/10 and ∫ r³ δV dr = αR_s³/24, so its first-order shift is lowered by the fraction 2γ(10/24)R_s = 5γR_s/6 ≈ 0.3%, with γ = κm ≈ 0.0035 fm⁻¹. The sphere shift is the divisor, so the net change is about −0.8% + 0.3% = −0.5%. This number depends on the charge distribution chosen for the comparison and holds only for first-order shifts. The second order in the sphere potential enters at the same order γR_s and raises the 0.3% to about 0.5%. The figure shows the size of the deviation from (3), a few tenths of a percent, rather than its exact value.

The replacement of the loop by a radius fails when the momentum transfer is comparable with the muon mass, as it can be in scattering. R is 0.906 at q = m and 0.725 at q = 2m, so the loop potential is no longer constant in q and one number Δ(r²) does not describe it.

Table of computed values

```
inverse fine-structure constant: 137.035999
electron mass: 0.510999 MeV
muon mass: 105.65838 MeV
proton mass: 938.2721 MeV
hbar c: 197.32698 MeV fm
reduced mass of hydrogen: 0.510721 MeV
reduced muon Compton wavelength: 1.86759 fm
Bohr radius with reduced mass: 52946.5 fm
factor 2 alpha/(5 pi): 9.29128e-04
Delta(r^2), formula: -0.003241 fm^2
1S sensitivity to r^2: 1563.88 kHz/fm^2
2S sensitivity to r^2: 195.48 kHz/fm^2
1S shift, contact formula: -5.0681 kHz
2S shift, contact formula: -0.6335 kHz
change of 1S-2S transition frequency: +4.4346 kHz
1S shift, full Uehling: -5.0679 kHz
Delta(r^2) inferred from 1S: -0.003241 fm^2
Delta(r^2) inferred from 2S: -0.003241 fm^2
Delta(r^2) inferred from 3S: -0.003241 fm^2
Delta(r^2) inferred from muonic 2S: -0.003225 fm^2
ratio of 2P to 2S Uehling shifts: 6.67e-11
reference proton radius: 0.84 fm
change of radius at that value: -0.00193 fm
kappa = alpha m_r/m_mu: 3.5273e-05
tail integral of (1-R)/x^2: 0.4819
relative 1S correction, tail integral: -4.329e-05
relative 1S correction, full Uehling: -4.329e-05
R extrapolated to q = 0: 1.000000
R at q = m_mu: 0.9064
R at q = 2 m_mu: 0.7247
```
